# Why zone-centre sampling can reverse the silicon-vacancy distortion

## Definitions and conventions

A neutral vacancy in silicon leaves four dangling bonds. In tetrahedral symmetry they form a filled \(a_1\) level and a threefold \(t_2\) level holding two electrons. The model keeps the \(t_2\) orbitals \(x,y,z\), with the two electrons paired in one orbital. The Jahn–Teller effect lowers the energy by distorting the surroundings and splitting the triplet.

Two distortions compete. The tetragonal one draws the four neighbours together in two pairs and is taken as correct for an isolated vacancy. The trigonal one singles out a \(\langle111\rangle\) axis. Energy differences are trigonal minus tetragonal, so a positive value means that the tetragonal form is lower. The zero of energy is the mean of the undistorted \(t_2\) band.

The vacancy repeats on a simple cubic lattice of side \(L\). The components of \(\mathbf k\) are phases per cell, and the zone centre is \(\mathbf k=0\). The stiffness \(K\) is the same for both kinds of distortion. The couplings \(F_E\) (tetragonal) and \(F_T\) (trigonal) are positive, with \(F_E>F_T\).

## The isolated vacancy

A distortion of amplitude \(Q\) along a tetragonal or trigonal axis moves one level to \(-FQ\) and the other two to \(+FQ/2\). With two electrons in the lowest level,

\[
E(Q)=\tfrac12KQ^2-2FQ .
\]

Setting \(dE/dQ=KQ-2F=0\) gives

\[
Q_0=\frac{2F}{K},\qquad E(Q_0)=\frac{2F^2}{K}-\frac{4F^2}{K}=-\frac{2F^2}{K}.
\]

The level splitting is \(\Delta=\tfrac32FQ_0=3F^2/K\).

Mixed distortions must also be considered. Let the occupied orbital be a real unit vector \(\mathbf n\). It drives two tetragonal coordinates with strengths

\[
a_1=\tfrac12(3n_z^2-1),\qquad a_2=\tfrac{\sqrt3}{2}(n_x^2-n_y^2),
\]

and three trigonal coordinates with strengths \(\sqrt3n_yn_z\), \(\sqrt3n_xn_z\) and \(\sqrt3n_xn_y\). The tetragonal weight is

\[
w=a_1^2+a_2^2=\sum_i n_i^4-\sum_{i<j}n_i^2n_j^2 .
\]

The squared trigonal strengths add to \(3\sum_{i<j}n_i^2n_j^2\). All five squares therefore add to \((\sum_i n_i^2)^2=1\), and the trigonal weight is \(1-w\). Each coordinate relaxes independently, as above, so

\[
E=-\frac2K\left[wF_E^2+(1-w)F_T^2\right].
\]

This is linear in \(w\). The minimum is therefore at \(w=1\), with the orbital along a cubic axis, or at \(w=0\), with the orbital along \(\langle111\rangle\). The larger coupling wins, and the other form is a saddle point rather than a second minimum.

For the example, \(K=8.00\) eV/Å\(^2\), \(F_E=1.20\) eV/Å and \(F_T=1.10\) eV/Å. The gains are

\[
\frac{2(1.20)^2}{8.00}=0.3600\ \text{eV},\qquad
\frac{2(1.10)^2}{8.00}=0.3025\ \text{eV}.
\]

The tetragonal form is lower by 57.5 meV. This small difference between two large gains is what sampling must preserve.

## Rigid dispersion does not reverse the order at the zone centre

Let an electron hop to the nearest periodic images with amplitude \(V_\sigma\) along the axis of its orbital and \(V_\pi\) across it. The \(x\) orbital then has energy

\[
D_x(\mathbf k)=2V_\sigma\cos k_x+2V_\pi(\cos k_y+\cos k_z),
\]

and \(D_y,D_z\) follow by permutation. At the zone centre every cosine is one, so all three orbitals shift by

\[
\tau=2V_\sigma+4V_\pi .
\]

The energy of the two electrons shifts by \(2\tau\) in any distortion. With \(V_\sigma=0.040\) eV and \(V_\pi=-0.010\) eV, this common shift is 80 meV. It exceeds the difference being sought but cancels from it: with rigid hopping, the zone-centre difference remains 57.5 meV, although the band is 0.240 eV wide.

## Distortion-dependent dispersion can reverse it

Moving the neighbours can also change the tails of the defect orbital, and hence its hopping to the images. To first order in distortion, tetrahedral symmetry leaves two constants at the zone centre. The symmetric matrices acting on three \(t_2\) orbitals contain the tetragonal set once and the trigonal set once, so each distortion can only rescale its own coupling:

\[
F_E\to F_E+c_E,\qquad F_T\to F_T+c_T .
\]

Away from the zone centre, the model uses the simplest nearest-image form,

\[
F\to F+c\,\gamma(\mathbf k),\qquad
\gamma=\tfrac13(\cos k_x+\cos k_y+\cos k_z).
\]

Here \(\gamma(0)=1\), while the zone average of \(\gamma\) is zero. Sampling at the zone centre thus counts the image contribution at full strength with one sign, whereas averaging cancels its first-order effect.

Repeating the minimization with the shifted couplings gives the zone-centre difference

\[
E_{\rm tri}-E_{\rm tet}=\frac2K\left[(F_E+c_E)^2-(F_T+c_T)^2\right].
\]

For positive shifted couplings, the order reverses when \(F_T+c_T>F_E+c_E\). Equal fractional changes cannot do this, because they multiply both couplings by the same positive factor.

The example has \(c_E=-0.06\) eV/Å and \(c_T=0.11\) eV/Å, changes of \(-5\%\) and \(+10\%\). The couplings become 1.14 and 1.21 eV/Å, and the gains 0.3249 and 0.3660 eV. The difference is \(-41.1\) meV: the trigonal distortion wins. A search over all five coordinates also finds a purely trigonal minimum at the zone centre.

## Reading the bias from the bands

Hold each geometry fixed at its isolated value and define the offset of its lowest defect band as

\[
\delta=\varepsilon(0)-\langle\varepsilon(\mathbf k)\rangle .
\]

If this band is filled throughout the zone, zone-centre sampling changes the model energy by \(2\delta\), since the elastic energy is unchanged. The bias in the energy difference is

\[
B=2(\delta_{\rm tri}-\delta_{\rm tet}).
\]

The offsets are 17.0 and 58.0 meV, so \(B=2(17.0-58.0)=-82.0\) meV. This outweighs the mesh-averaged preference of about 43 meV and predicts a zone-centre difference of \(-39.0\) meV.

The relaxed result is lower by a further 2.1 meV because the distortions respond to the changed couplings. Each amplitude shifts by \(2c/K\), which releases \(\tfrac12K(2c/K)^2=2c^2/K\). This is 3.0 meV for the trigonal form and 0.9 meV for the tetragonal form.

The filled-band condition holds: with each form relaxed on the \(8\times8\times8\) mesh, the gaps above the lowest band are 0.303 eV (tetragonal) and 0.347 eV (trigonal). The relaxed amplitude equals the isolated one for the tetragonal form and is close to it for the trigonal form. If the bands overlap, the formula for \(B\) fails. In a self-consistent calculation other occupied states also contribute, so the corresponding quantity is the difference in total energy between the two samplings at fixed geometry.

## What averaging leaves behind

Averaging does not turn a small cell into an isolated vacancy. In the trigonal form, rigid hopping mixes the occupied orbital \((1,1,1)/\sqrt3\) with the two empty ones. Write

\[
D_i=t\cos k_i+6V_\pi\gamma,\qquad t=2(V_\sigma-V_\pi).
\]

The second term is common to all three orbitals and causes no mixing. The total squared coupling to the empty orbitals is the variance of \(D_i\) in the occupied orbital:

\[
t^2\left[\tfrac13\sum_i\cos^2k_i-\gamma^2\right].
\]

Over the zone, \(\langle\cos^2k_i\rangle=\tfrac12\) and \(\langle\gamma^2\rangle=\tfrac19\cdot\tfrac32=\tfrac16\), so the average is \(t^2/3\). Second-order perturbation theory for two electrons gives

\[
\delta E_{\rm tri}\simeq-\frac{2t^2}{3\Delta}
=-\frac{2(0.100)^2}{3(0.4538)}\ \text{eV}=-14.7\ \text{meV}.
\]

The tetragonal form has no such term here, because its occupied orbital lies along a cubic axis and the hopping is diagonal. The difference therefore falls from 57.5 to 42.9 meV on both the \(4\times4\times4\) and \(8\times8\times8\) meshes. A zone-centred \(2\times2\times2\) mesh has \(\cos^2k_i=1\) at every point, which doubles the averaged squared coupling. Its difference is 28.3 meV, still with the correct sign. The correct order is not guaranteed by averaging: doubling the rigid hopping multiplies the second-order mixing term by four, to about 59 meV. Relaxed on a converged mesh, the mixing is 58.1 meV and the difference \(-0.6\) meV, so the tetragonal preference is just cancelled. Both pure forms are then saddle points, and the minimum is a mixed distortion about 1 meV lower. A larger cell is then needed.

The undistorted cell behaves differently. Its three bands are one-third filled, and electrons occupy the low-energy parts, lowering its energy by 0.138 eV relative to the band mean. The tetragonal gain measured from the undistorted cell is then only 0.222 eV, against 0.360 eV for the isolated vacancy. A converged mesh restores the order here but understates the Jahn–Teller energy by 38%.

## Cell size

Suppose all image terms decay as \(s=\exp[-(L-L_0)/\lambda]\), with \(L_0=10.86\) Å for the 64-site cell and \(\lambda=3.00\) Å. The zone-centre order changes when \(F_E+c_Es=F_T+c_Ts\), hence

\[
L^*=L_0+\lambda\ln\frac{c_T-c_E}{F_E-F_T}
=10.86+3.00\ln\frac{0.17}{0.10}=12.45\ \text{Å}.
\]

At 216 sites the zone centre gives 41.7 meV and the \(4\times4\times4\) mesh 57.1 meV; at 512 sites they give 54.9 and 57.5 meV. The zone-centre bias falls mainly as \(s\), while the mixing left after averaging falls as \(s^2\). The length \(L^*\) depends on the assumed decay and is not a recommended cell size.

## The real vacancy and the limits of the model

The Jahn–Teller energies and the bandwidth used here are model values, not fitted to the silicon vacancy. The mesh results need a band that is narrow compared with the splitting. With rigid hopping 2.5 times larger (a band 0.60 eV wide) the tetragonal bands overlap, the formula for \(B\) fails, and the mesh itself puts the trigonal form about 30 meV below the tetragonal one. The bandwidth in a real cell must therefore be checked first. The values of \(c_E\) and \(c_T\) were chosen to show a reversal; their signs and sizes in a given calculation must be found from that calculation. Equal stiffness is a sensitive assumption: the isolated gains become equal if the trigonal stiffness is lower by \(1-(1.10/1.20)^2=16\%\).

Other omissions are comparable with the energy differences:

- The elastic interaction between images is of order 10 to 20 meV. This estimate takes a force dipole \(P=KQ_0b\approx5.6\) eV, with \(Q_0=0.300\) Å and bond length \(b=2.35\) Å, and adds \(P^2/(4\pi ML_0^3)\) for each of six nearest images, with a round modulus \(M=100\) GPa. The sum, 19 meV, is the interaction of one vacancy with six images; counting each pair once leaves half of it per cell, and more distant images are omitted. It gives only a scale: the actual interaction depends on direction and can differ in size and sign between the two forms.
- Zero-point energy is about 17 meV for a mode with stiffness \(K\) and the mass of one silicon atom. At the isolated tetragonal minimum two of the five modes are softer, with stiffness \(K(1-F_T^2/F_E^2)=0.16K\), and have about 7 meV each. The isolated trigonal form is a saddle point with two unstable modes, so a harmonic zero-point correction to the energy difference is not defined there.
- At 300 K, \(k_BT\) is 26 meV, so a static minimum does not by itself describe the thermal structure.

A high-spin state, with one electron in each of the two lowest orbitals, gains only \(F_E^2/(2K)=0.090\) eV from distortion. Exchange would have to supply another 0.270 eV for it to compete. Mixing with silicon bands and many-electron multiplets are not sized here and could change the order.

## What to do

1. Relax from several low-symmetry starting structures. Imposed symmetry can hold the vacancy at a saddle point.
2. For each candidate, compare zone-centre and mesh-converged total energies at the same fixed geometry. The difference between the two changes estimates the sampling bias. It depends somewhat on the geometries chosen and leaves out relaxation.
3. If the bias is comparable with the energy difference between candidates, relax them again on the converged mesh. Check the filling of the defect bands.
4. Repeat in a larger cell, since a denser mesh removes neither image mixing nor elastic interaction.

The single point \(\mathbf k=(\pi/2,\pi/2,\pi/2)\) makes every nearest-image cosine vanish and returns 57.5 meV in this model. That agreement is special to nearest-image hopping. Hopping to the next images, at \(\sqrt2L\) along the face diagonals, can still mix the orbitals at this point. Because the point singles out the \([111]\) axis, such mixing can split the triplet even without a distortion and so bias the comparison between the two forms. If \(V_\sigma\) and \(V_\pi\) fall with distance by the exponential law above, the next-image hoppings are 0.22 of the nearest ones. The triplet then splits by 67 meV at this point, and the difference for the \([111]\) trigonal form becomes \(-28\) meV, the wrong sign. Averaging over all eight points \((\pm\pi/2,\pm\pi/2,\pm\pi/2)\) gives 59.7 meV. This single point does not replace convergence in mesh and cell size. The numerical output lists the values for each sampling and cell.

## Calculated quantities

```
Input stiffness K: 8.00 eV/angstrom^2
Input couplings F_E, F_T: 1.20, 1.10 eV/angstrom
Input image changes c_E, c_T: -0.06, 0.11 eV/angstrom
Input V_sigma, V_pi: 0.040, -0.010 eV
Input lattice constant, image decay: 5.43, 3.00 angstrom
Small-cell side: 10.86 angstrom
Undistorted defect-band width: 0.240 eV
Isolated tetragonal JT gain: 0.3600 eV
Isolated tetragonal Q, splitting: 0.300 angstrom, 0.5400 eV
Gamma tetragonal gain from undistorted: 0.3249 eV
Gamma tetragonal relaxed Q: 0.2850 angstrom
Frozen tetragonal Gamma offset: 58.0 meV
Mesh tetragonal global band gap: 0.303 eV
Isolated trigonal JT gain: 0.3025 eV
Isolated trigonal Q, splitting: 0.275 angstrom, 0.4538 eV
Gamma trigonal gain from undistorted: 0.3660 eV
Gamma trigonal relaxed Q: 0.3025 angstrom
Frozen trigonal Gamma offset: 17.0 meV
Mesh trigonal global band gap: 0.347 eV
Common undistorted Gamma energy shift: 80.0 meV
Energy differences below: trigonal minus tetragonal
Difference, isolated: 57.5 meV
Difference, Gamma: -41.1 meV
Difference, Gamma, rigid hopping: 57.5 meV
Difference, quarter point: 57.5 meV
Difference, 2x2x2 mesh: 28.3 meV
Difference, 4x4x4 mesh: 42.9 meV
Difference, 8x8x8 mesh: 42.9 meV
Frozen-band sampling bias: -82.0 meV
Gamma difference predicted from bands: -39.0 meV
Trigonal residual, mesh: -14.65 meV
Trigonal residual, formula: -14.69 meV
Undistorted 16x16x16 mesh energy: -0.1379 eV
Tetragonal gain from undistorted, mesh: 0.2221 eV
Tetragonal weight, isolated/Gamma/mesh minima: 1.000, 0.000, 1.000
64 sites, L=10.86 angstrom: Gamma -41.1, 4x4x4 42.9 meV
216 sites, L=16.29 angstrom: Gamma 41.7, 4x4x4 57.1 meV
512 sites, L=21.72 angstrom: Gamma 54.9, 4x4x4 57.5 meV
Gamma order recovery length: 12.45 angstrom
Exchange gain needed by high spin: 0.270 eV
Zero-point energy per mode: 17.3 meV
Thermal energy at 300 K: 25.9 meV
Input elastic modulus for estimate: 100 GPa
Elastic image interaction scale: 19.0 meV
```
